# Why a Flat Silicide-Silicon (001) Interface Breaks into {111} Facets

**Question.** A flat interface has the smallest area that can separate a silicide film from the silicon below it. Interface energy is paid per unit area. Why, then, can a flat (001) interface lower its energy by folding itself into tilted {111} facets, and how much cheaper must those facets be?

## The mechanism: more area at a lower price

The price per unit area depends on how the interface is oriented in the two crystals, because the orientation decides which atoms face each other across it. Folding changes two things at once: the area grows, and the price of each piece changes. The fold pays if the price falls by a larger factor than the area rises. The growth in area is pure geometry, so the critical price ratio is a pure number.

The setting is as follows. The silicide is cubic and its cube axes are parallel to those of silicon. The mean plane of the interface is (001), with normal \(\hat z\), and its projected area \(A\) is held fixed, as is the amount of silicide. Let \(g_{001}\) and \(g_{111}\) be the interface free energies per unit of true area, and let all {111} facets in use have the same \(g_{111}\). The energies of the edges between facets and of the misfit strain are left out at first and sized later.

## How much area the facets cost

The unit normal of a (111) facet is \(\hat n=(1,1,1)/\sqrt3\). Its tilt \(\theta\) from \(\hat z\) obeys

\[
\cos\theta=\hat n\cdot\hat z=\frac{1}{\sqrt3},\qquad \theta=54.74^\circ .
\]

A tilted piece of true area \(a\) covers a projected area \(a\cos\theta\). Covering \(A\) therefore takes a true area \(A/\cos\theta=\sqrt3\,A\).

This must hold for any pattern of facets, not just for one of them. Let the pieces have areas \(A_i\) and unit normals \(\hat n_i\), pointing from silicon to silicide. The sum of the vectors \(A_i\hat n_i\) depends only on the boundary curve of the surface, and a folded interface that repeats sideways has the same vector area per period as the flat one:

\[
\sum_i A_i\hat n_i=A\,\hat z .
\]

Take the \(z\) component. Every {111} normal has \(n_{iz}=+1/\sqrt3\), or \(-1/\sqrt3\) if the piece overhangs. Hence

\[
A=\sum_i A_i n_{iz}\le\frac{1}{\sqrt3}\sum_i A_i
\quad\Longrightarrow\quad
\sum_i A_i\ge\sqrt3\,A .
\]

Equality holds when nothing overhangs. Large ridges, small ridges and irregular pyramids then all have the same total area. A triangulated landscape of randomly placed pyramids gave an area ratio of 1.732051, in agreement with \(\sqrt3\).

## The condition

The flat interface costs \(g_{001}A\). The faceted one, without overhangs, costs \(g_{111}\sqrt3\,A\). The change on faceting is

\[
\frac{\Delta E}{A}=\sqrt3\,g_{111}-g_{001},
\]

which is negative exactly when

\[
g_{001}>\sqrt3\,g_{111}.
\]

It is not enough for the {111} facets to be cheaper than (001). If \(g_{001}\) lies between \(g_{111}\) and \(\sqrt3\,g_{111}\), the facets have the lower price but the flat interface has the lower bill. At equality the two states have the same energy.

Suppose now that only a fraction \(f\) of the projected area is faceted. The flat part costs \((1-f)g_{001}\) and the faceted part \(f\sqrt3\,g_{111}\), both per projected area. Subtracting \(g_{001}\) gives

\[
\frac{\Delta E}{A}=(1-f)g_{001}+f\sqrt3\,g_{111}-g_{001}
=f\left(\sqrt3\,g_{111}-g_{001}\right).
\]

This is linear in \(f\), so the lowest energy lies at an end: fully flat or fully faceted. Within this model no partly faceted state is a minimum of its own.

## When another orientation does better still

The condition compares (001) with {111} and says nothing about other planes. Suppose that every orientation \(\hat n\) obeys

\[
g(\hat n)\ge\sqrt3\,g_{111}\,n_z .
\]

Then any interface with the given mean plane has energy

\[
\sum_i A_i\,g(\hat n_i)\ \ge\ \sqrt3\,g_{111}\sum_i A_i n_{iz}=\sqrt3\,g_{111}A ,
\]

and nothing beats the {111} state. Conversely, let some \(\hat n\) violate the inequality, and let a half turn about \(\hat z\) carry it to an equivalent orientation. Equal areas of these two facets have a mean normal along \(\hat z\), and they cost \(g(\hat n)/n_z<\sqrt3\,g_{111}\) per projected area. They win.

For {113} facets \(n_z=3/\sqrt{11}\), and for {011} facets \(n_z=1/\sqrt2\). The {111} state is therefore safe from them as long as

\[
g_{113}\ge\frac{3\sqrt3}{\sqrt{11}}\,g_{111},\qquad
g_{011}\ge\sqrt{\frac32}\;g_{111}.
\]

A numerical minimisation over the areas of all {001} and {111} facets, overhanging ones included, switched from flat to faceted at \(g_{001}/g_{111}=1.73205\).

## Which facets have equal energies

The equality of the facet energies can rest on symmetry. A half turn about [001] through an atom maps the diamond structure of silicon onto itself, and it does the same for the fluorite structure of a cubic disilicide. If the two crystals share such an axis, the half turn carries the (111) facet into the \((\bar1\bar11)\) facet, and their energies are equal. These two facets form long ridges along \([1\bar10]\), which need no further assumption.

A four-sided pyramid also uses \((1\bar11)\) and \((\bar111)\), which a quarter turn about [001], or a mirror normal to [100] or [010], would have to supply. The quarter turn maps fluorite onto itself but not diamond: it carries the atom at \((\tfrac14,\tfrac14,\tfrac14)\) to \((\tfrac34,\tfrac14,\tfrac14)\), where diamond has none. Diamond returns to itself only if the turn is combined with a shift whose height is an odd number of quarter cube edges. The metal layers of fluorite are half a cube edge apart, so such a shift takes the metal atoms off their sites. The mirrors fail in the same way: diamond admits them only as glides whose shift again has a height of an odd number of quarter cube edges. Neither a quarter turn nor such a mirror, with or without a shift, therefore maps both crystals onto themselves, and symmetry does not guarantee that all four facets cost the same. For pyramids, equal energies are an added assumption.

## Numbers for a film on silicon

Take round values \(g_{001}=0.8\) J/m² and \(g_{111}=0.4\) J/m². Their ratio is 2.0, above 1.73. The faceted interface costs \(\sqrt3\times0.4=0.693\) J/m² per projected area, so

\[
\frac{\Delta E}{A}=0.693-0.800=-0.107\ \text{J/m}^2=-0.67\ \text{eV/nm}^2 .
\]

The price per area is halved and the area grows by 73 percent, which leaves a saving of 13 percent of the flat energy.

With \(g_{001}=0.6\) J/m² and the same \(g_{111}\), the ratio is 1.5. The {111} facets are still cheaper per unit area, yet the change is \(0.693-0.600=+0.093\) J/m², so the flat interface is lower in energy than the {111} one. Another family could still fold it: {113} facets would do so below \(3\times0.6/\sqrt{11}=0.543\) J/m².

In the first case the competing facets must not be too cheap. The {113} facets would win below 0.627 J/m² and the {011} facets below 0.490 J/m². The first limit is the more demanding: {113} facets are tilted less and add less area, so they need a smaller discount.

## Edges bring in a length

The area balance contains no length, so it cannot choose a facet size. The energy of the edges brings a length in, and with it a smallest size that pays. Consider ridges of period \(L\). Each side rises over a horizontal distance \(L/2\) with slope \(\tan\theta=\sqrt2\), so the ridge height is

\[
H=\sqrt2\,\frac L2=\frac{L}{\sqrt2}.
\]

Each period has two edges, one at the top and one in the valley. If each costs \(\lambda>0\) per unit length,

\[
\frac{\Delta E}{A}=-\left(g_{001}-\sqrt3\,g_{111}\right)+\frac{2\lambda}{L}.
\]

This is negative for

\[
L>\frac{2\lambda}{g_{001}-\sqrt3\,g_{111}} .
\]

With an assumed \(\lambda=1\) eV/nm \(=1.60\times10^{-10}\) J/m, the shortest favourable period is \(3.20\times10^{-10}/0.107\) m, or 3.0 nm. At \(L=20\) nm the ridges are 14.1 nm high and the edges cost 0.016 J/m², about 15 percent of the gain.

The edge term falls steadily as \(L\) grows, so at this level of description coarser ridges are better. It also gives the flat interface some protection. A single ridge of width \(w\) on a flat interface has three edges, one at the top and two at the feet. If all three cost \(\lambda\), its energy per unit length is \(3\lambda-(g_{001}-\sqrt3\,g_{111})w\), which is positive until \(w\) exceeds about 4.5 nm. The inequality for \(g_{001}\) tells which state is lower in energy, not how fast it is reached.

## Does misfit strain oppose the facets?

Let the silicide's natural lattice be smaller than that of silicon by a fraction \(m\), and let the film be coherent. Its isotropic elastic constants are Young's modulus \(Y\) and Poisson's ratio \(\nu\). In a flat film both in-plane strains equal \(m\) and the normal stress vanishes. The in-plane stress is \(Ym/(1-\nu)\), and the energy density is

\[
w_{\rm flat}=\frac12\cdot2\cdot\frac{Ym}{1-\nu}\,m=\frac{Ym^2}{1-\nu}.
\]

**An upper bound.** The true elastic state has the lowest energy of all compatible states, so any trial state gives an upper bound. Leave the silicon unstrained. Stretch the silicide between valley floor and ridge top to match silicon in all three directions, and leave the film above in its flat-film state. With all three strains equal to \(m\), each normal stress is \(Ym/(1-2\nu)\), and the energy density is \(3Ym^2/[2(1-2\nu)]\). The silicide between the ridges has mean thickness \(H/2\), so faceting raises the strain energy by at most

\[
\left[\frac{3Y}{2(1-2\nu)}-\frac{Y}{1-\nu}\right]m^2\,\frac H2 .
\]

For \(Y=160\) GPa, \(\nu=0.25\), \(m=0.004\) and \(H=14.1\) nm this is \((480-213)\times10^9\times1.6\times10^{-5}\times7.07\times10^{-9}=0.030\) J/m². It is smaller than the gain for these constants. The bound grows quickly with \(\nu\) and as \(m^2\): with \(\nu=0.38\) and the same \(Y\) and \(m\) it is \((1000-258)\times10^9\times1.6\times10^{-5}\times7.07\times10^{-9}=0.084\) J/m².

**The actual change.** A finite-element calculation with equal moduli in both crystals and a mean film thickness of 21.2 nm gave 0.0724 J/m² for the flat film and 0.0724 J/m² for the ridged one. To the printed digits the change is zero, far below the bound. The reason can be derived.

Let \(e(\mathbf r)\) be the stress-free strain relative to silicon: \(-m\) in the silicide and zero in the silicon. With Lamé constants \(\Lambda,\mu\), bulk modulus \(K\), strain \(\varepsilon_{ij}\) and dilatation \(\vartheta=\varepsilon_{kk}\), the stress is

\[
\sigma_{ij}=(\Lambda\vartheta-3Ke)\,\delta_{ij}+2\mu\,\varepsilon_{ij}.
\]

Try a displacement \(\mathbf u=\nabla\phi\). Then \(\varepsilon_{ij}=\partial_i\partial_j\phi\), \(\vartheta=\nabla^2\phi\), and equilibrium requires

\[
\partial_j\sigma_{ij}=\partial_i\left[(\Lambda+2\mu)\vartheta-3Ke\right]=0 .
\]

This is satisfied by

\[
\vartheta=\frac{3K}{\Lambda+2\mu}\,e=\frac{1+\nu}{1-\nu}\,e .
\]

The dilatation at each point depends only on which material is there, not on the shape of the interface. The elastic energy is \(\frac12\int\sigma_{ij}(\varepsilon_{ij}-e\,\delta_{ij})\,dV\). The part with \(\varepsilon_{ij}\) vanishes by virtual work if the outer boundaries do no work. With \(\sigma_{kk}=3K(\vartheta-3e)\) and \(K=Y/[3(1-2\nu)]\),

\[
E=-\frac12\int e\,\sigma_{kk}\,dV
=\frac{3K}{2}\left(3-\frac{1+\nu}{1-\nu}\right)\int e^2\,dV
=\frac{Y}{1-\nu}\,m^2V,
\]

where \(V\) is the silicide volume. This is the flat-film energy density times the volume, whatever the shape of the interface.

The free top surface adds a correction, because the solution above leaves a small rippled stress there. The ripple decays at least as fast as \(e^{-2\pi s/L}\) with distance \(s\) from the ridge tops. Here \(s=21.2-7.1=14.1\) nm, and the factor is about 0.01. The energy correction is of second order in this factor, so it is at most of order \(10^{-4}\) of the stored energy. Unequal shear moduli or elastic anisotropy generally break the cancellation. A difference in bulk modulus alone does not, because the same solution then still holds with the silicide's \(K\) and \(\Lambda\). The bound does not need the moduli of silicon, since the trial state leaves silicon unstrained, but it does take the film as isotropic.

## Temperature

The quantities \(g\) are free energies at the temperature where the interface can rearrange. If the values above are instead read as static energies, vibrations shift them. A classical oscillator of frequency \(\omega\) has free energy \(k_BT\ln(\hbar\omega/k_BT)\). Suppose that one atom per area \(a^2/2\), the area per atom in a silicon (001) layer, has its three modes softened by 5 percent at the flat interface, with no such shift at the facets. This lowers \(g_{001}\) by

\[
\frac{3k_BT\ln(1/0.95)}{a^2/2}=0.014\ \text{J/m}^2
\]

at \(T=1000\) K with \(a=0.543\) nm. Softer modes favour the flat interface, so this is a cost to faceting. Taking off the edge cost, the full strain bound and this term leaves

\[
0.107-0.016-0.030-0.014=0.047\ \text{J/m}^2 ,
\]

so in this example the facets survive all three together. The margin depends on the assumed \(\nu=0.25\). With \(\nu=0.38\) the same sum is \(-0.007\) J/m², and the bound alone no longer settles the question; the actual strain change, which can lie far below the bound, must then be computed.

## Beside a real contact

Nickel disilicide on silicon has the geometry assumed here: it has the fluorite structure, its lattice is smaller than silicon's by roughly 0.4 to 0.5 percent at room temperature, and {111} facets are known at its (001) interfaces. The silicide expands faster than silicon on heating, and an excess expansion of \(6\times10^{-6}\) per kelvin over 700 K already cancels 0.4 percent. Near 1000 K the misfit can therefore be close to zero or of opposite sign. The 0.4 percent used above is an assumed magnitude, and only \(m^2\) enters. The presence of the facets alone does not prove that \(g_{001}>\sqrt3\,g_{111}\), because growth kinetics can also produce facets. The two interface energies, the edge energy, the elastic constants and the mode softening used here are assumed round values, not measurements, and the sign of the area balance depends on the ratio of the first two. Once edges, strain and vibrations are counted, the absolute size of the interface energies matters as well. The strain results hold for a coherent film only. With the constants used, the equilibrium critical thickness for misfit dislocations of Burgers vector \(\tfrac a2\langle110\rangle\) is roughly 14 nm for the edge type and 31 nm for the 60° type, so a 21 nm film may already be partly relaxed. A thin contact breaks the assumption of a film thick enough to hold the ridges. With a flat top surface and ridges side by side, the mean thickness must exceed \(H/2\), which is 7.1 nm for a 20 nm period. A thinner film can be covered with such ridges only at a shorter period. Other facet shapes have other limits: square silicide pyramids of the same period and height, pointing into the silicon, need a mean thickness of only \(H/3\), or 4.7 nm. For ridges with a period of 10 nm the edge cost doubles to 0.032 J/m², and the gain after edges alone falls from 0.091 to 0.075 J/m². The numerical output below lists the values used.

## Table of computed values

```
tilt of {111} from (001): 54.74 degrees
facet area / projected area, random pyramids: 1.732051
threshold g001/g111 from linear program: 1.73205
input g001: 0.800 J/m^2
input g111: 0.400 J/m^2
ratio g001/g111: 2.000
faceted energy per projected area: 0.6928 J/m^2
energy change on faceting: -0.1072 J/m^2
same energy change: -0.669 eV/nm^2
contrast case g001: 0.600 J/m^2
contrast case ratio g001/g111: 1.500
contrast case energy change: +0.0928 J/m^2
single pyramid, covered fraction: 0.2222
single pyramid, energy change per total area: -0.0238 J/m^2
{113} facets win below g113 = 0.6267 J/m^2
{011} facets win below g011 = 0.4899 J/m^2
input ridge period: 20.0 nm
ridge height: 14.14 nm
input energy of each edge: 1.00 eV/nm
edge cost at this period: 0.0160 J/m^2
shortest favourable period, edges only: 2.99 nm
input Young modulus: 160 GPa
input Poisson ratio: 0.25
input misfit: 0.40 percent
mean film thickness: 21.21 nm
strain energy, flat film: 0.0724 J/m^2
strain energy, ridged film, coarse mesh: 0.0725 J/m^2
strain energy, ridged film, fine mesh: 0.0724 J/m^2
strain energy change on faceting: +0.0000 J/m^2
upper bound on strain energy change: +0.0302 J/m^2
input anneal temperature: 1000 K
input mode softening at (001): 5.0 percent
input silicon lattice parameter: 0.543 nm
vibrational cost: 0.0144 J/m^2
gain left after edge, strain bound, vibration: 0.0466 J/m^2
```
